# The planar Hull cutoff field for any static potential profile

**Q.** In a sputtering magnetron the anode attracts electrons, and a magnetic force does no work. How can a magnetic field keep an electron away from an electrode that pulls on it all the way?

**A.** It turns the motion sideways. Whether it turns it far enough can be settled without finding the orbit.

Let the cathode be the plane $x=0$ at potential zero and the anode the plane $x=d$ at potential $V>0$. The magnetic field $B$ points along $z$, parallel to both plates, and is uniform for now. The electron has mass $m$ and charge $-e$, with $e>0$. It starts at rest on the cathode, makes no collision, and is slow compared with light. The potential $\phi(x)$ may have any shape between its end values, but it depends on neither time nor $y$ or $z$. The force is

$$m\frac{d\mathbf v}{dt}=-e\left(\mathbf E+\mathbf v\times\mathbf B\right),\qquad E_x=-\frac{d\phi}{dx}.$$

With $\mathbf B=B\hat{\mathbf z}$ we have $\mathbf v\times\mathbf B=(v_yB,\,-v_xB,\,0)$, so

$$m\frac{dv_x}{dt}=e\frac{d\phi}{dx}-ev_yB,\qquad m\frac{dv_y}{dt}=+ev_xB,\qquad m\frac{dv_z}{dt}=0.$$

Moving toward the anode builds up $v_y>0$, and the term $-ev_yB$ then pushes the electron back. Since $v_z$ starts at zero, it stays zero.

**Q.** The size of $v_y$ must depend on how long the electron takes to cross, and that depends on $\phi(x)$. Don't you need the potential first?

**A.** No, because $v_x=dx/dt$. The second equation reads

$$m\frac{dv_y}{dt}=eB\frac{dx}{dt}\quad\Longrightarrow\quad\frac{d}{dt}\left(mv_y-eBx\right)=0.$$

A slow electron feels the sideways force for longer, but the force is weaker in the same proportion. Only the distance covered remains.

The conserved quantity is the canonical momentum along $y$. To see this, choose the vector potential $\mathbf A=A_y(x)\hat{\mathbf y}$ with $A_y=Bx$, whose curl has the $z$ component $dA_y/dx=B$. The Lagrangian of a charge $-e$ is

$$\mathcal L=\tfrac12mv^2+e\phi-e\,\mathbf v\cdot\mathbf A,$$

and therefore

$$P_y=\frac{\partial\mathcal L}{\partial v_y}=mv_y-eA_y.$$

Since $y$ itself does not appear in $\mathcal L$, $P_y$ is constant. Adding a constant to $A_y$ would shift $P_y$ by a constant and change nothing below, where only differences of $A_y$ matter. At the start $v_y=0$ and $x=0$, so $P_y=0$ and

$$v_y=\frac{eBx}{m}.$$

**Q.** That gives a sideways speed. It does not yet forbid arrival.

**A.** The energy does. The potential is static and the magnetic force does no work, so

$$\tfrac12m\left(v_x^2+v_y^2\right)=e\phi(x).$$

The constant is zero because the electron starts at rest where $\phi=0$. Inserting $v_y$ and solving for $v_x^2$ gives

$$v_x^2=\frac{2e\phi(x)}{m}-\left(\frac{eBx}{m}\right)^2 .$$

At the anode $x=d$ and $\phi=V$. An electron that arrives must have $v_x^2\ge0$ there, which requires

$$\left(\frac{eBd}{m}\right)^2\le\frac{2eV}{m}.$$

Taking the positive root and multiplying by $m/(ed)$,

$$B\le B_H=\frac1d\sqrt{\frac{2mV}{e}} .$$

This is the planar Hull cutoff field. For $B>B_H$, arrival would need more sideways kinetic energy than the voltage can supply. At $B=B_H$ the electron can at best graze the anode, with $v_x=0$.

The cutoff grows as $\sqrt V$ and falls as $1/d$. Four times the voltage needs twice the field, while twice the gap at the same voltage needs half of it.

**Q.** I still distrust the independence of profile. Suppose the whole voltage drops in a thin sheath at the cathode. The electron then crosses nearly the whole gap at full speed.

**A.** It also enters the gap with all the energy it will ever get: no further work is done on it, while $v_y$ keeps growing with $x$. The orbits do differ. Compare two profiles at the same $V$, $d$ and $B>B_H$.

For a uniform electric field, $\phi=Vx/d$. The turning height $h$ follows from $v_x=0$:

$$\frac{2eVh}{md}=\frac{e^2B^2h^2}{m^2}\quad\Longrightarrow\quad h=\frac{2mV}{eB^2d}=d\left(\frac{B_H}{B}\right)^2 .$$

For a very thin sheath, $\phi=V$ at the turning point, and

$$\frac{2eV}{m}=\frac{e^2B^2h^2}{m^2}\quad\Longrightarrow\quad h=\frac1B\sqrt{\frac{2mV}{e}}=d\,\frac{B_H}{B}.$$

The sheath electron rises higher, as you suspected, but both heights reach $d$ at the same field $B=B_H$.

The claim can also be tested without either conservation law, by integrating the Lorentz force numerically and searching for the largest field at which the electron arrives. Take $V=400$ V and $d=50$ mm. The formula gives $B_H=1.349$ mT, or 13.49 gauss. The search gave 1.349 mT for the uniform field, for a sheath 1 mm thick with $\phi=V[1-(1-x/s)^2]$ up to $x=s$ and $\phi=V$ beyond, and for the wavy profile $\phi=V[x/d+0.2\sin(3\pi x/d)]$.

**Q.** Then every electron arrives when $B<B_H$?

**A.** No. The anode condition is necessary for arrival, but it is not sufficient. The electron must also get through the interior, which requires

$$\phi(x)>\frac{eB^2x^2}{2m}\qquad\text{for }0<x<d .$$

If the potential sags below this parabola, $v_x$ vanishes before the anode and the electron turns back. The threshold of a given profile is therefore

$$B_c=\min_{0<x\le d}\frac1x\sqrt{\frac{2m\phi(x)}{e}} .$$

The point $x=d$ is among those compared and contributes $B_H$, so $B_c\le B_H$. A profile can lower the threshold but cannot raise it.

Take $\phi/V=0.3u+0.7u^4$ with $u=x/d$. Its upward curvature corresponds to negative space charge, by Poisson's equation. Dividing by $B_H$ and squaring,

$$\left(\frac{B_c}{B_H}\right)^2=\min_u\left(\frac{0.3}{u}+0.7u^2\right).$$

Setting the derivative to zero gives $-0.3/u^2+1.4u=0$, so $u^3=0.3/1.4$ and $u=0.598$. The minimum is $0.501+0.251=0.752$, whose root is 0.867. Hence $B_c=0.867\times1.349=1.170$ mT, and the trajectory search also gave 1.170 mT. Between 1.170 and 1.349 mT this profile turns electrons back although the anode condition alone would admit them.

**Q.** The magnets of a sputtering source sit behind the target, and their field weakens with height. Which $B$ belongs in the formula?

**A.** The mean over the gap. For a field $B(x)$ along $z$ choose

$$A_y(x)=\int_0^xB(x')\,dx' .$$

Then $dA_y/dt=B(x)v_x$, so $m\,dv_y/dt=e\,dA_y/dt$ and $v_y=eA_y/m$. With $\Phi=A_y(d)$, the magnetic flux across the gap per unit length along $y$, the anode condition becomes

$$|\Phi|\le F,\qquad F=\sqrt{\frac{2mV}{e}} .$$

Dividing by $d$ shows that the mean field $\Phi/d$ replaces $B$. If the field reverses inside the gap, its contributions to $\Phi$ cancel, and the anode condition may then exclude nothing. The electron can still be turned back inside the gap, at a point where $|A_y(x)|$ reaches $\sqrt{2m\phi(x)/e}$.

Rough numbers for a planar magnetron are 400 V, a gap of 50 mm, a sheath of 1 mm and $B_0=30$ mT at the target. Let the field fall as $B_0e^{-x/L}$ with $L=15$ mm. Then

$$\Phi=B_0L\left(1-e^{-d/L}\right)=30\times15\times(1-0.0357)=433.9\ \text{mT mm}.$$

The mean field is $433.9/50=8.68$ mT. The limit is $F=67.44$ mT mm, and $67.44/50$ returns $B_H=1.349$ mT. The mean field exceeds the cutoff by a factor 6.43.

The same comparison can be made in energy. The sideways energy needed at the anode is

$$\frac{(e\Phi)^2}{2m}=eV\left(\frac{\Phi}{F}\right)^2=400\times(6.434)^2\ \text{eV}=16.56\ \text{keV},$$

while the voltage supplies 400 eV.

**Q.** Where does such an electron go instead?

**A.** It turns where the flux crossed equals $F$, provided that point lies above the sheath, where $\phi=V$:

$$B_0L\left(1-e^{-h/L}\right)=F\quad\Longrightarrow\quad h=-L\ln\left(1-\frac{F}{B_0L}\right).$$

Here $F/(B_0L)=67.44/450=0.1499$, so $h=-15\ln(0.8501)=2.44$ mm. This is indeed above the 1 mm sheath, and the integrated trajectory turned at the same height. At the top the whole speed, $1.19\times10^7$ m/s, is along $y$. The electron then falls back, reaches the cathode plane at rest, and starts again. In this ideal model one hop lasts 0.76 ns, and the length of the curved path is 7.8 mm.

**Q.** A magnetron carries a steady current, and its electrons must end up somewhere. Doesn't that refute you?

**A.** It shows that an assumption has failed. The result concerns a single electron without collisions in a field that does not vary along $y$. It does not say that the discharge current is zero.

Consider collisions first. A collision changes $v_y$ abruptly at nearly fixed $x$, and so resets $P_y$. On the next free flight $mv_y-eA_y$ is constant again, at a new value. If $v_y$ changes from $v_1$ to $v_2$ during that flight, the flux crossed is

$$\Delta A_y=\frac me\,(v_2-v_1).$$

Suppose that $\phi\le V$ everywhere and that collisions never give the electron energy. Its speed then never exceeds $\sqrt{2eV/m}=eF/m$. The largest change, from $-eF/m$ to $+eF/m$, gives $\Delta A_y\le2F$. The first flight starts from rest and crosses at most $F$. After $N$ collisions the flux crossed is at most $(1+2N)F$, so arrival requires

$$N\ge\frac12\left(\frac{\Phi}{F}-1\right)=\frac{6.43-1}{2}=2.7 .$$

At least three collisions are needed. This is a lower bound and not an estimate: it assumes that each collision reverses the velocity at the best moment and costs no energy. One such reversal at the top of the first hop lifts the next turning point from 2.44 to 8.96 mm, where the flux crossed is $3F$.

Ionization also creates new electrons inside the gap. They have less flux left to cross than an electron from the cathode, and the bound on $N$ does not apply to them. This need not make their escape easier. Above the sheath, where $\phi=V$, the potential gives them no further energy, so a slow one crosses little flux per flight and may need more collisions.

**Q.** How often does a hopping electron collide?

**A.** Take argon at 3 mTorr and 300 K, with a rough cross-section $\sigma=5\times10^{-20}$ m² for electrons of a few hundred eV. The mean free path is $\lambda=1/(n\sigma)$ with gas density $n=p/(k_BT)$, which gives 207 mm. For a hop of length $\ell=7.84$ mm the collision probability is

$$1-e^{-\ell/\lambda}=1-e^{-7.84/207}=3.7\% .$$

The mean free path is the length of $207/7.84\approx26$ hops. Repeated hopping, however, needs a start exactly at rest. An electron emitted on the midplane with a few eV nearly always strikes the target again after its first hop, and unless it is reflected it is recaptured before it collides. In the arched field discussed below, starts away from the midplane delay this return. With so rough a cross-section, these figures mean only a few percent per hop and a few tens of hops. This $\sigma$ also counts all collisions, and at a few hundred eV most of them deflect the electron only slightly. The momentum-transfer cross-section is several times smaller, so the path needed for a large change of $v_y$ is of the order of a metre. The barrier acts on each flight, and collisions let electrons through it in steps, most of them small.

**Q.** And if the potential varies along $y$, as it may in an unstable plasma?

**A.** Then $P_y$ is no longer conserved. A field $E_y$ adds a force:

$$m\frac{dv_y}{dt}=ev_xB-eE_y\quad\Longrightarrow\quad\frac{dP_y}{dt}=-eE_y .$$

In uniform fields the velocity is periodic, so the average of $dv_y/dt$ over a cycle is zero and $\langle v_x\rangle=E_y/B$. For a uniform $E_y>0$ the electron drifts toward the plane $x=d$ at any field strength. In a trajectory test with the uniform accelerating field $V/d$ and $B=1.5B_H$, the electron did not arrive within 300 ns. Adding $E_y=400$ V/m, with all else fixed, made it arrive within that time. A uniform $E_y$ is an idealization: it cannot exist along conducting plates, and a static one cannot keep its sign around a closed drift track. On this trajectory the electron moves about 0.58 m along $y$ and arrives with about 170 eV instead of 400 eV, because the plane $x=d$ is no longer an equipotential. A static ripple that vanishes on both electrodes also breaks the conservation of $P_y$, but whether it lets electrons cross depends on its wavelength and amplitude.

For the decaying field, treat the drift as local: $dx/dt=E_y/B(x)$. Then $B\,dx=E_y\,dt$, and integration across the gap gives

$$t=\frac{\Phi}{E_y}=\frac{4.339\times10^{-4}\ \text{T m}}{1000\ \text{V/m}}=0.43\ \text{µs}$$

for a rough sideways field of 1 kV/m. This takes the field as steady and always of the helpful sign. A fluctuating field pushes both ways, so the estimate shows only that such fields cannot be dismissed.

**Q.** Your decaying field troubles me as well. A field along $z$ that varies with $x$ has a curl, and no current in the gap is nearly large enough to supply it.

**A.** Correct. A vacuum field of this kind must also have an $x$ component, and its lines form arches over the target. A simple example is

$$A_y=B_0L\left[1-e^{-x/L}\cos(z/L)\right],$$

from which

$$B_z=\frac{\partial A_y}{\partial x}=B_0e^{-x/L}\cos\frac zL,\qquad B_x=-\frac{\partial A_y}{\partial z}=-B_0e^{-x/L}\sin\frac zL .$$

The derivatives $\partial B_x/\partial z$ and $\partial B_z/\partial x$ are equal, so the curl vanishes. On the midplane $z=0$ we have $B_x=0$. An electron starting there stays in that plane and sees the decaying field used above.

Elsewhere the sideways force is $e(v_xB_z-v_zB_x)$, which is again $e\,dA_y/dt$. Thus $P_y$ is still conserved, but the flux to be crossed depends on where the electron starts. Let it start at $z_s$ and set $q=\cos(z_s/L)\ge0$. Between this point and a point $(d,z)$ on the anode,

$$\Delta A_y=B_0L\left[q-e^{-d/L}\cos(z/L)\right]\ge B_0L\left(q-e^{-d/L}\right).$$

The energy now includes $v_z^2\ge0$, which cannot help. Arrival is excluded if the right side exceeds $F$, that is, if

$$q>\frac F{B_0L}+e^{-d/L}=0.150+0.036=0.186 .$$

Near the magnet poles, where $q\to0$ and the field stands upright on the target, this condition fails. The fraction of the target left unprotected is

$$1-\frac{\arccos(0.186)}{\pi/2}=11.9\% .$$

Unprotected means that conservation does not forbid arrival, not that arrival is certain. In trajectories followed for 200 ns, starts at $q=1$, 0.6, 0.3 and 0.2 did not reach the anode, while those at $q=0.1$ and 0.02 did.

**Q.** Electrons knocked out of a target by ions do not start at rest. Does that spoil the cutoff?

**A.** It raises the field needed to stop every electron by a calculable amount. Let the initial speed be $u$, with component $u_y$ along $y$, and return to a uniform $B$. Then $v_y=u_y+eBd/m$ at the anode, and energy conservation requires

$$\left(u_y+\frac{eBd}m\right)^2\le\frac{2eV}m+u^2 .$$

The worst case is $u_y=-u$: the electron starts against its later sideways motion and must first lose that velocity. Taking the root gives

$$\frac{eBd}{m}\le\sqrt{\frac{2eV}m+u^2}+u .$$

With emission energy $\varepsilon=mu^2/2$, division by $\sqrt{2eV/m}$ yields

$$\frac B{B_H}\le\sqrt{1+\frac{\varepsilon}{eV}}+\sqrt{\frac{\varepsilon}{eV}} .$$

For $\varepsilon=4$ eV and $eV=400$ eV this is $1.005+0.100=1.105$. In this worst direction, parallel to the cathode, one percent of extra energy raises the cutoff by about 10 percent, because the shift begins with the square root of the energy ratio. For emission normal to the cathode ($u_y=0$) the factor is only $\sqrt{1+\varepsilon/eV}=1.005$, and for $u_y=+u$ it falls to $1.005-0.100=0.905$.

**Q.** What about relativity?

**A.** The sideways momentum needed is still $eBd$. The available momentum follows from $\gamma=1+eV/(mc^2)$:

$$p^2=m^2c^2(\gamma^2-1)=2meV+\frac{(eV)^2}{c^2}=2meV\left(1+\frac{eV}{2mc^2}\right).$$

Setting $eBd=p$ multiplies $B_H$ by $\sqrt{1+eV/(2mc^2)}$. At 400 V the correction is $2\times10^{-4}$ of $B_H$. At 500 kV the factor is 1.220, and relativistic trajectories in a uniform electric field gave the same value.

**Q.** So how should I read 1.35 mT beside a real magnetron?

**A.** As a threshold that the example exceeds by a wide margin, and not as an operating field. A few hundred volts, some tens of millitesla at the target and a few millitorr of argon are rough typical values, and the example lies among them. Real sources break the assumptions in several ways:

- An emission energy of 4 eV moves the cutoff from 1.35 to at most 1.49 mT, still far below the mean field of 8.68 mT.
- The anode is often a grounded ring or shield near the edge of the target, not a plane 50 mm away. The distance matters: with the plane anode of the arched-field model at 10 mm, the limit on $q$ becomes $0.150+0.513=0.663$, and the unprotected fraction rises from 11.9 to 46 percent. A ring needs its own calculation.
- The circulating electron current has its own magnetic field. A rough sheet current of 250 A/m gives at most about 0.31 mT, or 4 percent of the mean field.
- Collisions, sideways electric fields and the regions near the poles do not merely shift the threshold. They open paths to the anode at fields above it.

In the arched-field model, direct flight from the protected part of the target is therefore excluded for electrons that start at rest. Emission energy shrinks that part slightly: at 4 eV, $F$ in the condition on $q$ is multiplied by 1.105, the limit rises from 0.186 to 0.201, and the unprotected fraction grows from 11.9 to 12.9 percent. The cutoff does not by itself fix the discharge current, which also depends on ionization, on electron emission from the target and on the processes that break the conservation of $P_y$. The main values are listed in the numerical output below.

## Values computed for the example and the checks

```
voltage: 400 V
gap: 50 mm
sheath thickness: 1 mm
field at target: 30 mT
field decay length: 15 mm
flux limit F = sqrt(2mV/e): 67.44 mT mm
Hull field B_H: 1.3489 mT = 13.49 gauss
trajectory cutoff, linear profile: 1.3488 mT
trajectory cutoff, sheath profile: 1.3488 mT
trajectory cutoff, wavy profile: 1.3488 mT
trajectory cutoff, sagging profile: 1.1697 mT
sagging profile, predicted cutoff: 1.1697 mT
trajectory cutoff, decaying B, mean: 1.3488 mT
mean field over gap: 8.68 mT
mean field / Hull field: 6.43
flux across gap: 433.9 mT mm
sideways energy needed at anode: 16.56 keV
hop height, trajectory: 2.436 mm
hop height, formula: 2.436 mm
speed at top of hop: 1.186e+07 m/s
path length of one hop: 7.84 mm
duration of one hop: 0.758 ns
argon pressure: 3 mTorr at 300 K
rough cross-section: 5.0e-20 m^2
mean free path: 207 mm
collision probability per hop: 3.7 %
height after one reversal at top: 8.96 mm
least number of collisions to anode: 3
emission energy: 4 eV
cutoff factor, emission energy: 1.1050
relativistic factor at 400 V: 1 + 1.96e-04
relativistic test voltage: 500 kV
relativistic factor there, formula: 1.2203
relativistic factor, trajectory: 1.2203
rough drift sheet current: 250 A/m
its field, upper size: 0.31 mT
rough sideways electric field: 1.0 kV/m
drift time across gap: 0.43 us
arch: limit on q = cos(z/L): 0.186
arch: unprotected target fraction: 11.9 %
arch start q=1.00, anode reached in 200 ns: False
arch start q=0.60, anode reached in 200 ns: False
arch start q=0.30, anode reached in 200 ns: False
arch start q=0.20, anode reached in 200 ns: False
arch start q=0.10, anode reached in 200 ns: True
arch start q=0.02, anode reached in 200 ns: True
largest canonical momentum error / mv: 3.9e-07
```
